# How SCF convergence error reaches energies, forces, dipoles and MP2

An SCF calculation is stopped before its orbitals are fully converged. The problem is to find how the remaining orbital error affects different results, and which energy threshold guarantees a given force accuracy.

**Setting.** The molecule is closed-shell, the orbitals are real, and the method is restricted Hartree–Fock (RHF) in a finite basis. Equations are in atomic units. Indices $i,j,k$ denote occupied and $a,b,c$ virtual converged canonical orbitals, with energies $\varepsilon$; $p,q,r,s$ denote any orbitals. The columns of $C_o$ and $C_v$ hold the converged occupied and virtual coefficients. The stopped calculation has the occupied space spanned by

$$\tilde C=C_o+C_vT ,$$

where the small matrix $T_{ai}$ is the orbital error. Mixing among occupied orbitals leaves the determinant unchanged, so $T$ describes the whole error. With $D$ the density matrix,

$$E=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\,G(D)+E_{\rm nuc},\qquad F=h+G(D),$$

$$G(D)_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

The converged solution is assumed to be a stable minimum. "Error" means the difference from the converged result in the same basis, not from experiment.

## (a) The energy

**Question.** Find the leading energy error in terms of $T$.

**Solution.** The columns of $\tilde C$ have overlap $1+T^{\mathsf T}T$, so the density matrix is $D=2\tilde C(1+T^{\mathsf T}T)^{-1}\tilde C^{\mathsf T}$. In the converged orbital basis its change $\Delta=D-D_0$ has the blocks

$$\Delta_{vo}=2T+O(T^3),\qquad \Delta_{oo}=-2T^{\mathsf T}T+O(T^4),\qquad \Delta_{vv}=2TT^{\mathsf T}+O(T^4).$$

Since $G$ is linear and $\mathrm{Tr}\,XG(Y)=\mathrm{Tr}\,YG(X)$ for symmetric $X,Y$,

$$E-E_0=\mathrm{Tr}\,F_0\Delta+\tfrac12\mathrm{Tr}\,\Delta G(\Delta).$$

The first trace could contain a linear term, $2\sum_{ai}(F_0)_{ai}\,2T_{ai}$, where the leading 2 counts the $vo$ and $ov$ blocks. It vanishes because $(F_0)_{ai}=0$ at convergence. The diagonal blocks leave

$$\mathrm{Tr}\,F_0\Delta=2\sum_{ai}(\varepsilon_a-\varepsilon_i)T_{ai}^2 .$$

For the second trace, insert $\Delta_{bj}=\Delta_{jb}=2T_{bj}$ into $G$. The two Coulomb terms are equal and the two exchange terms differ:

$$G(\Delta)_{ai}=\sum_{bj}B_{ai,bj}T_{bj},\qquad B_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi).$$

Hence $\tfrac12\mathrm{Tr}\,\Delta G(\Delta)=\tfrac12\cdot2\sum_{ai}2T_{ai}G(\Delta)_{ai}=2\,T^{\mathsf T}BT$, with $T$ now read as a vector. Defining the diagonal matrix $A_{ai,ai}=\varepsilon_a-\varepsilon_i$,

$$\boxed{\delta E=\tfrac12T^{\mathsf T}HT+O(T^3),\qquad H=4(A+B).}$$

Stability here means that $H$ is positive definite, that is, stability against real rotations that keep the determinant closed-shell; a triplet (RHF to UHF) or complex instability does not show up in $H$. The result relies on a density built from doubly occupied orthonormal orbitals. If $\Delta_{oo}$ or $\Delta_{vv}$ had a first-order part, as with wrong occupation numbers, $\mathrm{Tr}\,F_0\Delta$ could be linear.

The same expansion about the stopped determinant, where the Fock block does not vanish, gives the energy slope $w_{ai}=4F_{ai}$. Differentiating the quadratic form gives $w=HT$ to leading order. This residual can be computed without knowing the converged solution.

## (b) Dipole and force

**Question.** Find the leading errors of the dipole and of the usual analytic force. Does a vanishing net force show that the forces are converged?

**Solution.** The dipole is $\mu=\sum_AZ_AR_A-\mathrm{Tr}\,Dr$, where $r$ is the matrix of the chosen position component. Its change is $-\mathrm{Tr}\,\Delta r$, and the two off-diagonal blocks give

$$\delta\mu=-4\sum_{ai}r_{ai}T_{ai}+O(T^2).$$

Convergence makes $F_{ai}$ vanish, not $r_{ai}$, so the error is generally linear. It can vanish by symmetry, for instance for the component perpendicular to a mirror plane that both the molecule and the orbital error preserve.

For the force, move a nuclear coordinate $x$ while keeping the atomic-orbital coefficients of the occupied space fixed. The overlap $S$ changes, so the orbitals must be re-orthonormalized:

$$P=C\,(C^{\mathsf T}SC)^{-1}C^{\mathsf T},\qquad D=2P.$$

At the starting point $C^{\mathsf T}SC=1$, and differentiating the inverse gives $P^x=-PS^xP$. A superscript $x$ denotes a derivative; on integrals it includes the motion of the basis functions. Therefore

$$\frac{\partial E}{\partial x}=\mathrm{Tr}\,Dh^x+\tfrac12\mathrm{Tr}\,DG^x(D)-\mathrm{Tr}\,WS^x+E_{\rm nuc}^x,\qquad W=2PFP .$$

The overlap term comes from $\mathrm{Tr}\,FD^x=-2\,\mathrm{Tr}\,FPS^xP$. This has the form of the usual force expression, with the energy-weighted density $W$ built from the Fock matrix of the current density. Orbital energies kept from the previous Fock matrix would change $W$ to first order in $T$, so the force errors and bounds derived here require the updated $W$. Convergence was not used, so at any $T$ the formula gives $f_x=-\partial E(x,T)/\partial x$ at fixed $T$. Expanding in $T$,

$$\delta f_x=g^{\mathsf T}T+O(T^2),\qquad g=-\frac{\partial^2E}{\partial x\,\partial T}\bigg|_{T=0}.$$

Stationarity sets $\partial E/\partial T$ to zero at the converged geometry. It does not set the mixed derivative to zero, because the optimum orbitals generally change when a nucleus moves.

The net force is no convergence test. If all nuclei and their basis functions move together, the integrals are unchanged, and so is $E$ at fixed coefficients. The forces then sum to zero for any $T$, even when the individual forces are wrong.

## (c) Correlation energies

**Question.** Find the order of the MP2 error. Can the singles term cancel it? Does the same order hold for full configuration interaction (full CI)?

**Solution.** Let the current Fock matrix be diagonalized separately in the occupied and virtual spaces, which defines semicanonical orbitals. Write $v=(ia|jb)$, $v'=(ib|ja)$ and $d=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$. The doubles energy is

$$E_2=\sum_{iajb}\frac{v(2v-v')}{d}.$$

Exchanging the labels $a$ and $b$ shows that $\sum v\,\delta v'/d=\sum v'\delta v/d$, so

$$\delta E_2=\sum_{iajb}\left[\frac{(4v-2v')\,\delta v}{d}-\frac{v(2v-v')\,\delta d}{d^2}\right].$$

The orbital energies change by $\delta\varepsilon_p=G(\Delta)_{pp}$, which is linear in $T$. If no orbital energies coincide within a block, first-order perturbation theory gives

$$\delta\phi_i=\sum_cT_{ci}\phi_c+\sum_{k\ne i}\frac{G(\Delta)_{ki}}{\varepsilon_i-\varepsilon_k}\phi_k,$$

$$\delta\phi_a=-\sum_kT_{ak}\phi_k+\sum_{c\ne a}\frac{G(\Delta)_{ca}}{\varepsilon_a-\varepsilon_c}\phi_c .$$

The minus sign keeps virtual and occupied orbitals orthogonal. Thus $\delta v$ and $\delta d$ are both linear in $T$, and $\delta E_2=g^{\mathsf T}T+O(T^2)$. The SCF condition makes the RHF energy stationary, not $E_2$, so nothing forces $g$ to vanish.

Unconverged orbitals also permit a singles contribution. The singlet excitation $i\to a$ couples to the determinant through $\sqrt2F_{ai}$, so second-order perturbation theory gives

$$E_{\rm singles}=-2\sum_{ai}\frac{F_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

Since $F_{ai}=w_{ai}/4=(HT)_{ai}/4$ to leading order, this term is quadratic and cannot cancel the linear error.

Full CI behaves differently. Its determinants span the same many-electron space for any orthonormal orbitals in the basis, so its total energy is independent of $T$. The correlation energy is that total minus the RHF energy, hence

$$\delta E_{\rm corr}^{\rm full\,CI}=-\delta E .$$

This error is quadratic. The linear law therefore belongs to MP2 and to other correlation energies that are not stationary in the orbitals.

## (d) From energy error to force error

**Question.** Given $\delta E$, find the largest possible error of a property with slope $g$, and then of the whole force vector.

**Solution.** Since $H$ is positive definite, it has a square root, and

$$g^{\mathsf T}T=(H^{-1/2}g)^{\mathsf T}(H^{1/2}T).$$

The Cauchy–Schwarz inequality and $T^{\mathsf T}HT=2\delta E$ give, to leading order,

$$\boxed{|\delta P|\le\sqrt{2\chi\,\delta E},\qquad \chi=g^{\mathsf T}H^{-1}g.}$$

Equality holds when $H^{1/2}T$ is parallel to $H^{-1/2}g$, that is, for $T\propto H^{-1}g$. No smaller constant would therefore be safe for every orbital error.

For all force components together, define $K_{xy}=g_x^{\mathsf T}H^{-1}g_y$. The component of the force error along a unit vector $n$ has $\chi=n^{\mathsf T}Kn\le k$, where $k$ is the largest eigenvalue of $K$. Choosing $n$ along the error itself gives

$$|\delta f|\le\sqrt{2k\,\delta E},\qquad\text{so}\qquad \delta E\le\frac{f_{\rm tol}^2}{2k}\ \text{ guarantees }\ |\delta f|\le f_{\rm tol}.$$

Like the bound itself, this guarantee holds to leading order in $T$. Making the guaranteed force error ten times smaller requires an energy error one hundred times smaller.

The residual gives a bound that needs no converged energy. From $T=H^{-1}w$, $\delta E=\tfrac12w^{\mathsf T}H^{-1}w\le|w|^2/(2h_{\min})$, where $h_{\min}$ is the lowest eigenvalue of $H$. Consequently $|\delta f|\le|w|\sqrt{k/h_{\min}}$. This bound still requires $k$ and $h_{\min}$, and unlike the energy bound it is in general not attained, because the two inequalities used are saturated by different $T$. It grows without limit as $h_{\min}\to0$, when the solution approaches an instability within real closed-shell rotations. In this limit the quadratic expansion also loses its validity. A residual defined with another prefactor must first be converted to $w=4F_{vo}$.

For vibrations, suppose a force constant $\kappa$ is obtained from $[f(-s)-f(s)]/(2s)$. Two force errors of size at most $f_{\rm tol}$ can change it by $f_{\rm tol}/s$. A relative error of at most $\eta$ from this source is guaranteed by $f_{\rm tol}\le\eta s\kappa$, hence to leading order by $\delta E\le(\eta s\kappa)^2/(2k)$ at both displaced geometries, where $k$ is the larger of its two values there. If $k$ changes little, halving the displacement makes the required energy error about four times smaller.

## (e) The meaning of the constant

**Question.** What physical quantity is $\chi$ for a dipole component, and for a force component?

**Solution.** In a uniform field $\mathcal E$ along the chosen component, the terms that determine the orbital response are

$$\tfrac12T^{\mathsf T}HT-\mathcal E g^{\mathsf T}T .$$

Setting the derivative to zero gives $T=\mathcal EH^{-1}g$. The induced dipole is $g^{\mathsf T}T=\mathcal E\,g^{\mathsf T}H^{-1}g$, so $\chi$ is the static RHF polarizability $\alpha$.

For a nuclear displacement $x$, let $k_{\rm fixed}$ be the second derivative of $E$ at fixed coefficients. Then

$$E=E_0-f_xx+\tfrac12k_{\rm fixed}x^2-x\,g^{\mathsf T}T+\tfrac12T^{\mathsf T}HT .$$

The minimum lies at $T=xH^{-1}g$. The last two terms become $-x^2\chi+\tfrac12x^2\chi=-\tfrac12x^2\chi$, so

$$k_{\rm SCF}=k_{\rm fixed}-\chi .$$

Thus $\chi$ is the amount by which orbital relaxation lowers the force constant. A force is sensitive to SCF error to the extent that moving the nucleus makes the orbitals relax.

## (f) A threshold on the energy change

**Question.** A program stops when $\Delta_n=E_{n-1}-E_n$ is small. For the undamped Roothaan iteration, what does this say about the true error $\delta E_n$?

**Solution.** Each cycle diagonalizes the Fock matrix of the previous density. In the converged basis that matrix has $F_{ai}=(BT)_{ai}$ to first order, so perturbation theory gives $T'_{ai}=-F_{ai}/(\varepsilon_a-\varepsilon_i)$. With $B=H/4-A$,

$$T'=-A^{-1}BT=MT,\qquad M=1-\tfrac14A^{-1}H .$$

The matrix $HM=H-\tfrac14HA^{-1}H$ is symmetric. Hence $M$ has real eigenvalues $\rho_m$ and eigenvectors $t_m$ that can be chosen with $t_m^{\mathsf T}Ht_l=\delta_{ml}$. Writing $T=\sum_mc_mt_m$ gives

$$\delta E_{n-1}=\tfrac12\sum_mc_m^2,\qquad \delta E_n=\tfrac12\sum_m\rho_m^2c_m^2\le\rho^2\delta E_{n-1},$$

where $\rho$ is the largest $|\rho_m|$. Convergence from a general small error requires $\rho<1$. Substituting $\delta E_{n-1}=\delta E_n+\Delta_n$ and solving gives, to leading order in $T$,

$$\boxed{\delta E_n\le\frac{\rho^2}{1-\rho^2}\,\Delta_n.}$$

The factor exceeds one if $\rho^2>\tfrac12$, so for slow convergence the last change can understate the error. Damped or extrapolated iterations have a different map; for them the residual bound in (d) remains available.

## (g) A distorted water molecule

**Question.** Apply the results to water with O–H distances of 1.80 and 2.00 bohr and an angle of 105°, using RHF/6-31G and all-electron MP2. Which energy error guarantees forces within $10^{-4}$ hartree/bohr, and how does an actual SCF run compare with the bounds?

**Solution.** The small basis suffices to study error propagation, but it does not give accurate properties of water. The geometry is not an equilibrium structure.

*Orders.* Root-mean-square errors over ten random directions of $T$ scale with measured powers 2.000 for the RHF energy, 1.002 for the force, 1.000 for the dipole and 0.999 for the MP2 doubles energy. The singles term has power 2.000. In STO-3G, the full-CI correlation error has power 2.000. There, a larger orbital rotation raises the RHF energy by 0.047 hartree and leaves the full-CI total unchanged to numerical precision.

*Response constants.* For the hydrogen at 1.80 bohr, moved along its bond, the force constants are 0.80750 hartree/bohr² with fixed coefficients and 0.58253 with relaxed orbitals. Their difference, 0.22497, agrees with $g^{\mathsf T}H^{-1}g$ to all printed digits. A finite-field calculation likewise confirms the polarizability formula: 6.8352 against 6.8351 bohr³ for the $yy$ component.

*Force conversion.* The largest eigenvalue of $K$ is $k=0.515$ hartree/bohr². For an energy error of $10^{-8}$ hartree,

$$|\delta f|\le\sqrt{2(0.515)(10^{-8})}=1.0\times10^{-4}\ \text{hartree/bohr},$$

or $5.2\times10^{-3}$ eV/Å. Inversely, a force tolerance of $10^{-4}$ hartree/bohr is guaranteed by

$$\delta E\le\frac{(10^{-4})^2}{2(0.515)}=9.7\times10^{-9}\ \text{hartree}.$$

The plain iteration has $\rho=0.618$ and $\rho^2/(1-\rho^2)=0.617$. The permitted energy change is therefore $9.7\times10^{-9}/0.617=1.57\times10^{-8}$ hartree. With $h_{\min}=1.327$ hartree, the residual bound is $|\delta f|\le\sqrt{0.515/1.327}\,|w|=0.623\,|w|$, with $|w|$ in hartree and the force in hartree/bohr. These constants belong to this molecule, geometry and basis.

*The SCF run.* Between cycles 10 and 20 the energy error falls from $4.67\times10^{-6}$ to $3.05\times10^{-10}$ hartree, a factor of $1.53\times10^4$ with square root 124. The force error, evaluated with the updated $W$ of part (b), falls from $8.07\times10^{-4}$ to $6.54\times10^{-6}$ hartree/bohr, a factor of 123. The dipole and MP2 errors fall by factors of about 123 and 126. All three follow the square root of the energy error.

At cycle 20 the force error is $6.54/17.7=0.37$ of its bound. The bound is reached for the least favourable orbital error, which this run does not produce. The ratio of energy error to last energy change is $3.05/4.94=0.617$, equal to the limiting factor at this precision. By the derivation in (f), this means that the slowest modes dominate the remaining error.

*MP2.* The linear error is not the larger one at every stage. At cycle 6 the RHF error is $2.21\times10^{-4}$ hartree and the MP2 correlation error $1.42\times10^{-4}$. At cycle 8 they are $3.21\times10^{-5}$ and $5.20\times10^{-5}$, so the order has reversed. At cycle 16 the correlation error is $1.06/0.0144\approx74$ times the RHF error. The worst case follows from (d) with the MP2 response constant $\chi=0.001957$ hartree: a true SCF energy error of $10^{-8}$ hartree bounds the MP2 error by $\sqrt{2(0.001957)(10^{-8})}=6.3\times10^{-6}$ hartree. This run stays well below the bound: at cycle 16 the bound is $7.5\times10^{-6}$ hartree and the actual error is $1.06\times10^{-6}$ hartree.

The numerical output below gives the remaining thresholds and cycles.

## Calculated quantities

```
O-H distances 1.80, 2.00 bohr; angle 105.0 degrees
6-31G functions 13, occupied 5, virtual 8
RHF energy -75.97527638 hartree
MP2 correlation energy -0.13307576 hartree
dipole norm 1.03696 e bohr
force norm, all 9 components 0.11945 hartree/bohr
Measured power of orbital error (rms, 10 random directions):
  RHF energy: 2.000
  force: 1.002
  dipole: 1.000
  MP2 doubles: 0.999
  MP2 singles term: 2.000
STO-3G powers: full-CI correlation 2.000, MP2 1.001
STO-3G rotated orbitals: RHF shift 4.711e-02 hartree
  full-CI total shift 2.8e-14 hartree
lowest orbital-Hessian eigenvalue 1.3266 hartree
Force constant, H atom at 1.80 bohr, along its bond (hartree/bohr^2):
  fixed coefficients 0.80750, relaxed 0.58253
  difference 0.22497, from g.H^-1.g 0.22497
polarizability yy: finite field 6.8352, g.H^-1.g 6.8351 bohr^3
largest force response k 0.51477 hartree/bohr^2
largest polarizability 8.0959 bohr^3
MP2 response constant 0.001957 hartree
Actual error / bound in worst direction: force 1.0000, dipole 1.0000, mp2 1.0000
net force at unconverged orbitals 3.3e-15 hartree/bohr
Roothaan factor rho 0.6177; rho^2/(1-rho^2) 0.6168
SCF run (a.u.): cycle, E error, E change, force error,
  force bound, dipole error, MP2 error
    2 1.10e-02 2.95e-02 3.94e-02 1.07e-01 3.75e-02 1.10e-03
    4 1.52e-03 2.50e-03 1.37e-02 3.96e-02 2.80e-02 4.06e-04
    6 2.21e-04 3.58e-04 5.41e-03 1.51e-02 1.19e-02 1.42e-04
    8 3.21e-05 5.20e-05 2.10e-03 5.75e-03 4.68e-03 5.20e-05
   10 4.67e-06 7.57e-06 8.07e-04 2.19e-03 1.81e-03 1.94e-05
   12 6.80e-07 1.10e-06 3.09e-04 8.37e-04 6.92e-04 7.34e-06
   14 9.89e-08 1.60e-07 1.18e-04 3.19e-04 2.65e-04 2.79e-06
   16 1.44e-08 2.33e-08 4.49e-05 1.22e-04 1.01e-04 1.06e-06
   18 2.10e-09 3.40e-09 1.71e-05 4.64e-05 3.85e-05 4.04e-07
   20 3.05e-10 4.94e-10 6.54e-06 1.77e-05 1.47e-05 1.54e-07
Worst case: E error (hartree), force (hartree/bohr), force (eV/angstrom),
  dipole (e bohr), MP2 (hartree)
  1e-06 1.01e-03 5.22e-02 4.02e-03 6.26e-05
  1e-08 1.01e-04 5.22e-03 4.02e-04 6.26e-06
  1e-10 1.01e-05 5.22e-04 4.02e-05 6.26e-07
Force tolerance (hartree/bohr), E error allowed, E change allowed (hartree):
  1e-03 9.71e-07 1.57e-06
  1e-04 9.71e-09 1.57e-08
  1e-05 9.71e-11 1.57e-10
```
